\section*{Permittivity rise under compression: Clausius-Mossotti estimate and its first correction}

\section{A denser gate oxide}

An insulating film in a gate stack has a static permittivity of about 20. Suppose that a uniform contraction of its lattice, under pressure for example, leaves it one percent denser. The same polarisable units now sit in a smaller volume, so there is more dipole moment per volume in a given field. If that were the whole effect, the permittivity would rise by about one percent. But each unit responds to the field at its own site, which includes the field of the other dipoles, and that field grows with density too. The question is how large the combined effect is, and how far a linear estimate of it can be trusted.

The estimate below holds the polarisability of each unit fixed. This isolates the effect of density. Whether the polarisability really stays fixed is a separate question, taken up for the ionic part in Section 5.

The algebra uses atomic units with $4\pi\varepsilon_0=1$ and unit elementary charge. With macroscopic field $E$ and dipole moment per volume $P$, the relative permittivity is
\begin{equation}
\varepsilon = 1+\frac{4\pi P}{E}.
\label{eq:def}
\end{equation}
Polarisabilities are then volumes. The crystal is cubic, the strain is isotropic, and the response is linear, static and uniform. The volume per formula unit is $V$, and a contraction takes it to $V'=V(1-c)$ with $c>0$.

\section{From the local field to the permittivity}

Consider a slab with the field parallel to its faces. No polarisation charge appears on the faces, so the macroscopic field $E$ inside equals the applied field. To find the field at one site, draw around it a sphere that is large compared with the lattice spacing.

The dipoles outside the sphere can be treated as a continuum. They end at the wall of a spherical cavity, where the outward normal of the material points towards the centre. The surface charge density at angle $\theta$ from the field is therefore $-P\cos\theta$. A wall element subtending the solid angle $d\Omega$ gives, at the centre, a field component $P\cos^2\theta\,d\Omega$ along $P$: one minus sign comes from the charge, the other from the direction wall-to-centre, and the squared radius cancels. The sum over the wall is
\begin{equation}
\int P\cos^2\theta\,d\Omega
=2\pi P\int_{-1}^{1}t^2\,dt=\frac{4\pi}{3}P .
\end{equation}

The dipoles inside the sphere are summed one by one. A dipole $p$ along $x$ at distance $R$ gives the parallel field $p(3x^2-R^2)/R^5$. In a cubic environment, each shell of equivalent sites has equal sums of $x^2$, $y^2$ and $z^2$, each one third of the sum of $R^2$. The shell contributes zero, and
\begin{equation}
E_{\rm loc}=E+\frac{4\pi}{3}P .
\label{eq:loc}
\end{equation}
In the rock-salt structure each of the two sublattices is cubic about every site of either kind. Both kinds of site thus feel the same field, even if their dipoles differ.

Let $\alpha$ be the sum of the polarisabilities in one formula unit. Then $P=\alpha E_{\rm loc}/V$. Define
\begin{equation}
x=\frac{4\pi\alpha}{3V}.
\end{equation}
Multiplying $P=\alpha E_{\rm loc}/V$ by $4\pi$ and inserting Eq.~\eqref{eq:loc} gives
\begin{equation}
4\pi P=3x\left(E+\frac{4\pi P}{3}\right)
\quad\Longrightarrow\quad
4\pi P(1-x)=3xE .
\end{equation}
With Eq.~\eqref{eq:def},
\begin{equation}
\varepsilon-1=\frac{3x}{1-x},\qquad
\varepsilon+2=\frac{3x+3(1-x)}{1-x}=\frac{3}{1-x}.
\label{eq:two}
\end{equation}
The ratio of the two expressions is the Clausius-Mossotti relation,
\begin{equation}
\frac{\varepsilon-1}{\varepsilon+2}=x=\frac{4\pi\alpha}{3V}.
\label{eq:cm}
\end{equation}
The denominator $1-x$ expresses the feedback: dipoles create a field that enlarges the dipoles. For $\varepsilon=20$, $x=19/22=0.864$, so the feedback is strong.

\section{Leading order and first correction}

At fixed $\alpha$, the contraction changes $x$ to $x'=x/(1-c)$. Equation~\eqref{eq:two} applied to the new state gives
\begin{equation}
\varepsilon'-1=\frac{3x/(1-c)}{1-x/(1-c)}=\frac{3x}{1-x-c}.
\end{equation}
Divide numerator and denominator by $1-x$. In the numerator $3x/(1-x)=\varepsilon-1$, and in the denominator $1/(1-x)=(\varepsilon+2)/3$, so
\begin{equation}
\varepsilon'-1=\frac{\varepsilon-1}{1-\delta},\qquad
\delta=\frac{\varepsilon+2}{3}\,c .
\label{eq:finite}
\end{equation}
The parameter that must be small is $\delta$, not the contraction $c$ itself. Subtracting $\varepsilon-1$ from both sides and dividing by $\varepsilon$,
\begin{equation}
\frac{\Delta\varepsilon}{\varepsilon}
=\frac{\varepsilon-1}{\varepsilon}\,\frac{\delta}{1-\delta}
=\frac{\varepsilon-1}{\varepsilon}
\left(\delta+\delta^2+\frac{\delta^3}{1-\delta}\right).
\label{eq:series}
\end{equation}
The last form is an identity, because $(\delta+\delta^2)(1-\delta)=\delta-\delta^3$. It displays the leading term, the first correction and the whole remainder.

The leading term is $Ac$, with
\begin{equation}
A=\frac{(\varepsilon-1)(\varepsilon+2)}{3\varepsilon},\qquad
\frac{d\ln\varepsilon}{d\ln V}=-A .
\label{eq:A}
\end{equation}
The minus sign appears because a contraction has $d\ln V=-c$ to first order.

Two limits show what $A$ contains. For a dilute medium, $\varepsilon\to1$, the factor $(\varepsilon+2)/3$ tends to one and $A\to\varepsilon-1$: the susceptibility simply follows the density. For large permittivity, expanding the product gives
\begin{equation}
A=\frac{\varepsilon^2+\varepsilon-2}{3\varepsilon}
=\frac{1}{3}\left(\varepsilon+1-\frac{2}{\varepsilon}\right)
\simeq\frac{\varepsilon+1}{3}.
\end{equation}
For $\varepsilon=20$ this is $21/3=7$, which is the seven percent per percent in its shortest form.

Equation~\eqref{eq:finite} diverges at $\delta=1$, that is, at
\begin{equation}
c_*=\frac{3}{\varepsilon+2}.
\end{equation}
There the dipoles sustain their own field without an applied one. Linear response has failed before this point is reached, since the dipoles it predicts grow without limit. The value $c_*$ is thus a measure of the range of the expansion, not a predicted transition. The analysis also assumes a uniform response. A non-uniform pattern of dipoles can become unstable earlier. In a rock-salt lattice of point dipoles with equal polarisabilities on the two sublattices, this happens when the uniform formula reaches $\varepsilon\approx11.8$, well before 20. At $\varepsilon=20$ the lattice is stable only if the less polarisable sublattice carries less than about 0.31 of $\alpha$.

\section{Numbers at fixed polarisability}

Take a model rock-salt crystal with cation-anion spacing $r=2.1$~\AA\ and $\varepsilon=20$. These are round parameters and stand for no particular material. One ion pair occupies $V=2r^3=18.522$~\AA$^3$, and Eq.~\eqref{eq:cm} gives
\begin{equation}
\alpha=\frac{3V}{4\pi}\,\frac{19}{22}=3.819~\text{\AA}^3 .
\end{equation}

For $c=0.01$ the feedback factor is $(\varepsilon+2)/3=7.333$, so $\delta=0.0733$. The terms of Eq.~\eqref{eq:series} are
\begin{align}
\text{leading term:}\quad &0.95\times0.07333=6.97\,\%,\\
\text{first correction:}\quad &0.95\times0.07333^2=0.51\,\%,\\
\text{remainder:}\quad &0.95\times\frac{0.07333^3}{0.92667}=0.04\,\% .
\end{align}
Their sum is 7.52\,\%, and the permittivity becomes 21.50. The statement ``about seven percent'' is thus the first-order result; the full one percent step in this model gives seven and a half.

For one percent expansion, $\delta$ changes sign. The leading term and first correction give $-6.97+0.51=-6.46\,\%$, against $-6.49\,\%$ from the full formula. The response to contraction is larger than the response to expansion because the correction is positive in both cases.

Without the feedback factor the first-order rise would be $0.95\,\%$. For a permittivity of 4 the same formula gives $1.50\,\%$. The sensitivity is a property of strongly polarisable media, not of dielectrics in general. The formal divergence lies at $c_*=13.6\,\%$, so a one percent contraction goes about a fourteenth of the way to it, which is the value of $\delta$ again.

The local field behind these numbers can be checked by adding dipole fields plane by plane in the rock-salt lattice. Each sublattice should contribute $(4\pi/3)/(2r^3)=2.09440/r^3$ per unit dipole. The direct sums give $2.09439/r^3$ for sites of the same kind and of the other kind. Solving for the induced dipoles of this lattice, with different polarisabilities on the two sublattices, gives $\varepsilon=20.000$ before and $21.504$ after the contraction, in agreement with Eqs.~\eqref{eq:cm} and~\eqref{eq:finite}. All dipoles on one sublattice are taken as equal here, so the agreement tests the uniform response and not its stability against alternating patterns. The division used, about 42:58, lies on the unstable side of the limit given in Section 3; the uniform result does not depend on the division.

\section{When the polarisability changes too}

The static polarisability has an electronic part and an ionic part. Let the two sublattices carry charges $\pm Z$ and move relative to each other by $u$, against a short-range restoring force $Ku$ per pair. Both kinds of ion feel the same $E_{\rm loc}$, so static balance reads $Ku=ZE_{\rm loc}$. The ionic dipole is $Zu=(Z^2/K)E_{\rm loc}$, and
\begin{equation}
\alpha=\alpha_{\rm el}+\alpha_{\rm ion},\qquad
\alpha_{\rm ion}=\frac{Z^2}{K}.
\end{equation}
This neglects any direct coupling between the short-range forces and the electronic dipoles. At frequencies too high for the ions to follow but well below electronic excitation, $\alpha_{\rm el}$ acts alone and gives the electronic permittivity $\varepsilon_\infty$ through Eq.~\eqref{eq:cm}.

With $\varepsilon_\infty=4$, $(\varepsilon_\infty-1)/(\varepsilon_\infty+2)=0.5$. Hence $\alpha_{\rm el}=2.211$~\AA$^3$, $\alpha_{\rm ion}=1.608$~\AA$^3$, and the ionic share is
\begin{equation}
f=\frac{\alpha_{\rm ion}}{\alpha}=\frac{1.608}{3.819}=0.421 .
\end{equation}
The ions supply less than half of the polarisability, yet they raise the permittivity from 4 to 20. The feedback denominator $1-x$ falls from 0.5 to 0.136 when they take part.

Now let $\alpha$ depend on volume, with $g=d\ln\alpha/d\ln V$. Since $x\propto\alpha/V$, $d\ln x=(g-1)\,d\ln V$. Differentiating $\varepsilon-1=3x/(1-x)$,
\begin{equation}
\frac{d\varepsilon}{d\ln x}=\frac{3x}{(1-x)^2}
=\frac{3x}{1-x}\,\frac{1}{1-x}
=\frac{(\varepsilon-1)(\varepsilon+2)}{3},
\end{equation}
and therefore
\begin{equation}
\frac{d\ln\varepsilon}{d\ln V}=-(1-g)A .
\label{eq:g}
\end{equation}
The first-order rise disappears at $g=1$, where the polarisability shrinks in proportion to the volume, and turns into a fall for $g>1$.

Keep $\alpha_{\rm el}$ and $Z$ fixed and let only $K$ vary, with $m=-d\ln K/d\ln V$. Then $d\alpha=d\alpha_{\rm ion}=m\,\alpha_{\rm ion}\,d\ln V$, so $g=fm$. The value of $m$ that cancels the first-order rise is $1/f=2.375$.

\section{An estimate of the stiffening}

Let nearest neighbours repel with the energy $\phi(r)=B e^{-r/\rho}$. When an ion moves along $x$ relative to its six neighbours, the two on the $x$ axis each contribute $\phi''$ to the force constant. The four at right angles each contribute $\phi'/r$, because a sideways shift $u$ lengthens their bonds by $u^2/(2r)$. With $\phi'=-\phi/\rho$ and $\phi''=\phi/\rho^2$,
\begin{equation}
K=2\phi''+\frac{4\phi'}{r}
=2Be^{-r/\rho}\left(\frac{1}{\rho^2}-\frac{2}{\rho r}\right).
\end{equation}
Put $s=r/\rho$. Up to a constant, $\ln K=-s+\ln(1-2/s)$, and
\begin{equation}
\frac{d\ln K}{d\ln s}
=s\left(-1+\frac{2/s^2}{1-2/s}\right)=-s+\frac{2}{s-2}.
\end{equation}
Because $V\propto r^3$, one third of this is the derivative with respect to $\ln V$:
\begin{equation}
m=\frac{1}{3}\left(s-\frac{2}{s-2}\right).
\label{eq:m}
\end{equation}

For $Z=2$ the required force constant is $K=35.8$~eV/\AA$^2$, which fixes $B$ once $\rho$ is chosen. The equilibrium of the lattice is not imposed at first, and its stability against non-uniform displacements is not imposed at all. With point charges $\pm2$, the two repulsions below would need external pressures of about 135 and 75~GPa to hold the spacing at $2.1$~\AA. With the first repulsion, $\rho=0.30$~\AA, the lattice is also unstable against a pattern that alternates from plane to plane along a cube axis, whether $\alpha_{\rm el}$ is divided equally between the ions or placed mostly on one of them. With the second, $\rho=0.25$~\AA, it is unstable when $\alpha_{\rm el}$ is placed mostly on one ion. The numbers below therefore describe the uniform response only. They show how sensitive the estimate is and do not predict the behaviour of an oxide.

For $\rho=0.30$~\AA, $s=7$ and $m=(7-0.4)/3=2.20$. Then $g=0.926$, and the slope $d\ln\varepsilon/d\ln V$ shrinks from $-6.97$ to $-0.51$. For $\rho=0.25$~\AA, $s=8.4$, $m=2.70$ and $g=1.135$; the slope is $+0.94$, and compression lowers the permittivity. Between these two cases, a change of $0.05$~\AA\ in the range of the repulsion decides the sign of the uniform response.

Equilibrium at zero pressure removes this freedom. The electrostatic energy per ion pair is $-MZ^2/r$, with the Madelung constant $M=1.748$, and each pair has six nearest-neighbour bonds. Force balance requires $6\phi/\rho=MZ^2/r^2$. Inserting this $\phi$ in the expression for $K$ gives
\begin{equation}
K=\frac{MZ^2}{3r^2}\left(\frac{1}{\rho}-\frac{2}{r}\right).
\end{equation}
With the same $K$, $Z$ and $r$, this fixes $\rho=0.177$~\AA. Then $m=3.89$, $g=1.64$ and the slope is $+4.46$. In the uniform response of this version, stiffening outweighs the effect of density and compression lowers the permittivity.

This last result is formal, because the lattice itself is unstable. Whether $\alpha_{\rm el}$ is divided equally between the two ions or placed mostly on one of them, a pattern of displacements and dipoles that alternates from plane to plane along a cube axis lowers the energy. The model shows how stiffening competes with density, but it does not describe a stable oxide with a permittivity of 20 at zero pressure.

\section{The correction near cancellation}

When $1-g$ is small, the leading term is small and the correction must be found anew. Write $x'=x(1+\eta)$. Then
\begin{equation}
\varepsilon'-\varepsilon=\frac{3x'}{1-x'}-\frac{3x}{1-x}
=\frac{3(x'-x)}{(1-x')(1-x)}.
\end{equation}
Here $x'-x=x\eta$ and $1-x'=(1-x)\,[1-x\eta/(1-x)]$, with $x/(1-x)=(\varepsilon-1)/3$. Hence
\begin{equation}
\frac{\Delta\varepsilon}{\varepsilon}
=\frac{A\eta}{1-(\varepsilon-1)\eta/3}.
\label{eq:eta}
\end{equation}

To second order in $c$, $\ln(V'/V)=-c-c^2/2$. With $\mu=dm/d\ln V$, the Taylor series of $\ln K$ in $\ln V$ has slope $-m$ and second derivative $-\mu$, so
\begin{equation}
\ln\frac{K'}{K}=mc+\frac{m-\mu}{2}c^2 .
\end{equation}
Exponentiating the negative of this,
\begin{equation}
\frac{K}{K'}=1-mc+qc^2,\qquad q=\frac{m^2-m+\mu}{2}.
\end{equation}
The polarisability ratio is $\alpha'/\alpha=1-f+fK/K'=1-gc+fqc^2$. Multiplying by $V/V'=1+c+c^2$ gives
\begin{equation}
\eta=(1-g)c+(1-g+fq)c^2 .
\end{equation}
Inserted in Eq.~\eqref{eq:eta} and kept to second order,
\begin{equation}
\frac{\Delta\varepsilon}{\varepsilon}
=A(1-g)c+A\left[1-g+fq+\frac{\varepsilon-1}{3}(1-g)^2\right]c^2 .
\label{eq:second}
\end{equation}
For fixed polarisability, $g=q=0$, the bracket becomes $1+(\varepsilon-1)/3=(\varepsilon+2)/3$, as in Eq.~\eqref{eq:series}.

From Eq.~\eqref{eq:m}, with $d\ln V=3\,ds/s$,
\begin{equation}
\mu=\frac{s}{3}\frac{dm}{ds}
=\frac{s}{9}\left[1+\frac{2}{(s-2)^2}\right].
\end{equation}
For $\rho=0.30$~\AA\ this gives $\mu=0.84$, $q=1.74$ and $fq=0.73$. The bracket in Eq.~\eqref{eq:second} is $0.07+0.73+0.03$, or about 0.84 before rounding of the terms. The correction is $6.97\times0.84\times10^{-4}=0.06\,\%$, which added to the leading $0.51\,\%$ gives $0.57\,\%$. The dipole lattice with the full $K(r)$ also gives $0.57\,\%$.

For $\rho=0.25$~\AA, $\mu=0.98$, $q=2.78$ and $fq=1.17$. The bracket is $-0.14+1.17+0.12=1.15$, and the correction of $+0.08\,\%$ reduces the leading fall of $0.94\,\%$ to $0.86\,\%$, again the value found from the lattice.

The source of the correction has changed. At fixed polarisability it comes mainly from the local-field feedback. Near cancellation the feedback term carries $(1-g)^2$ and is small, while the curvature of the ionic polarisability, $fq$, remains. If $1-g$ is as small as $c$, the two orders in Eq.~\eqref{eq:second} are comparable, and the slope alone no longer gives the size or even the sign of the change.

The seven percent is therefore a sound estimate of what a uniform contraction of the lattice at fixed polarisability does to a permittivity of 20 in a cubic medium with Lorentz local fields. It does not apply to a film that gains density by losing voids at unchanged atomic spacing: closing one percent of spherical voids raises a permittivity of 20 by only about 1.4\,\%. Using it for a particular oxide requires $g$: values near one remove most of the effect, and values clearly above one reverse it. Non-cubic sites, overlapping charge distributions and one-directional film strain change the local field itself and lie outside Eq.~\eqref{eq:loc}.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Cation-anion spacing: 2.10 angstrom
Volume per ion pair: 18.522 angstrom^3
Static permittivity, input: 20.0
Electronic permittivity, input: 4.0
Ionic charge Z, input: 2.0 e
Volume contraction: 1.0 %
Lattice sum, same type: 2.09439 /spacing^3
Lattice sum, other type: 2.09439 /spacing^3
Lorentz value 2 pi/3: 2.09440 /spacing^3
x = (eps-1)/(eps+2): 0.86364
Total polarisability: 3.8188 angstrom^3
Electronic polarisability: 2.2109 angstrom^3
Ionic polarisability: 1.6079 angstrom^3
Ionic share f: 0.4211
Permittivity from dipole lattice: 20.000
Same, alpha split 20:80: 20.000
d ln eps/d ln V, formula: -6.967
d ln eps/d ln V, lattice: -6.967
First-order rise: 6.97 %
First-order rise in eps: 1.393
First-order rise without feedback: 0.95 %
Feedback factor (eps+2)/3: 7.333
First-order rise for eps = 4: 1.50 %
Permittivity after contraction, lattice: 21.504
Permittivity after contraction, formula: 21.504
Finite rise on contraction: 7.52 %
Permittivity after equal expansion: 18.702
Finite change on expansion: -6.49 %
Contraction at formal divergence: 13.64 %
Force constant K: 35.82 eV/angstrom^2
Stiffening exponent m that cancels the rise: 2.375
Repulsion range rho: 0.30 angstrom
  Repulsion prefactor B: 2475 eV
  Exponent m: 2.200; g = f m: 0.926
  d ln eps/d ln V, lattice: -0.513
  Permittivity after contraction: 20.115
  Change on contraction: 0.57 %
Repulsion range rho: 0.25 angstrom
  Repulsion prefactor B: 6534 eV
  Exponent m: 2.696; g = f m: 1.135
  d ln eps/d ln V, lattice: 0.941
  Permittivity after contraction: 19.828
  Change on contraction: -0.86 %
\end{verbatim}
